# Huang-Rhys factors from one effective mode along a straight relaxation path, part 2

A change of a defect's charge state displaces many vibrational modes. We ask how well one effective mode along the straight line between the two minima replaces them. Both surfaces are harmonic with the same Hessian $K_{ij}$, unless stated otherwise.

With atomic masses $m_i$ and displacements $\Delta R_i$ between the minima, $D_{ij}=K_{ij}/\sqrt{m_im_j}$ has orthonormal eigenvectors $e_k$ and eigenvalues $\omega_k^2$. Mode $k$ has mass-weighted displacement $\Delta Q_k$ and Huang-Rhys factor $S_k=\omega_k\Delta Q_k^2/(2\hbar)$. Further, $\Delta Q^2=\sum_k\Delta Q_k^2$, and $\langle\cdot\rangle$ averages with weights $\Delta Q_k^2/\Delta Q^2$. The effective mode has $\Omega^2=\langle\omega^2\rangle$ and keeps the relaxation energy $E=\sum_kS_k\hbar\omega_k$. Its factor obeys

$$S_{\rm tot}=\sum_kS_k=\frac{\Delta Q^2}{2\hbar}\langle\omega\rangle,\qquad
S_{\rm eff}=\frac{\Omega\,\Delta Q^2}{2\hbar}=\frac{\Delta Q^2}{2\hbar}\sqrt{\langle\omega^2\rangle}.\tag{7}$$

$$\left(\frac{S_{\rm eff}}{S_{\rm tot}}\right)^2=\frac{\langle\omega^2\rangle}{\langle\omega\rangle^2}
=1+\frac{\mathrm{Var}(\omega)}{\langle\omega\rangle^2}\ \ge\ 1 .\tag{8}$$

For displaced modes between frequencies $a$ and $b$,

$$1\le\frac{S_{\rm eff}}{S_{\rm tot}}\le\frac{a+b}{2\sqrt{ab}} .\tag{9}$$

An alternative mode keeps $E$ and $S_{\rm tot}$, with phonon energy $E/S_{\rm tot}$ and length

$$\Delta\bar Q=\Delta Q\,\frac{\langle\omega\rangle}{\sqrt{\langle\omega^2\rangle}}=\Delta Q\,\frac{S_{\rm tot}}{S_{\rm eff}} .\tag{10}$$

Elsewhere $a,a^\dagger$ are one mode's ladder operators, $[a,a^\dagger]=1$, and $T=e^{\alpha(a^\dagger-a)}$ with $\alpha^2=S$ shifts its states. In $kT$, $k$ is the Boltzmann constant and $T$ the temperature; $\langle\cdot\rangle_T$ is a thermal mean. If $c=[A,B]$ is a number,

$$e^Ae^B=e^{A+B}e^{c/2}.\tag{11}$$

With mean thermal occupation $\bar n$, where $2\bar n+1=\coth(\hbar\omega/2kT)$,

$$\left\langle e^{\beta a^\dagger-\beta^*a}\right\rangle_T=e^{-|\beta|^2(\bar n+1/2)} .\tag{12}$$

The squared thermal mean overlap of all modes is $e^{-B_T}$, where

$$B_T=\sum_kS_k\coth\frac{\hbar\omega_k}{2kT} .\tag{13}$$

The example has four model modes at 20, 60, 110 and 170 meV, with $\Delta Q_k=0.6$, 0.4, 0.3 and 0.2 amu$^{1/2}$ Å. They give $E=354.65$ meV, $\hbar\Omega=67.54$ meV, $S_{\rm tot}=4.007$ and $S_{\rm eff}=5.251$. In the numerical output, "force line" means a single mode along the initial force, and the random chains are tests of (8) and (9).

### Distribution of the energy given to phonons

A transition from level $n$ to level $m$ has the vibrational probability $|\langle m|T|n\rangle|^2$. The characteristic function of the change $m-n$ is

$$\chi(\theta)=\left\langle T^\dagger e^{i\theta N}Te^{-i\theta N}\right\rangle_T,\qquad N=a^\dagger a .$$

The factors $e^{\pm i\theta N}$ multiply $a^\dagger$ by $e^{i\theta}$ and $a$ by $e^{-i\theta}$ inside $T$. This leaves the product of $e^A$ and $e^B$ with

$$A=-\alpha(a^\dagger-a),\qquad B=\alpha(a^\dagger e^{i\theta}-ae^{-i\theta}),\qquad [A,B]=2i\alpha^2\sin\theta .$$

The sum $A+B$ has the form $\beta a^\dagger-\beta^*a$ with $\beta=\alpha(e^{i\theta}-1)$, and $|\beta|^2=2\alpha^2(1-\cos\theta)$. Equations (11) and (12) give

$$\ln\chi(\theta)=S\left[i\sin\theta-(2\bar n+1)(1-\cos\theta)\right].\tag{14}$$

The expansion at small $\theta$ begins with $iS\theta-\frac12S(2\bar n+1)\theta^2-\frac{i}{6}S\theta^3$. The mean change is therefore $S$, its variance is $S(2\bar n+1)$ and its third cumulant is $S$. For independent modes the cumulants add. The energy given to phonons has the mean $E$ at any temperature, and its variance and third cumulant are

$$\sigma_T^2=\sum_kS_k(\hbar\omega_k)^2\coth\frac{\hbar\omega_k}{2kT},\qquad \kappa_3=\sum_kS_k(\hbar\omega_k)^3 .\tag{15}$$

### Opposite errors in exponent and width

The effective mode replaces a spread of $\omega^2$ by its mean. The sign of each resulting error follows from curvature as a function of $x=\omega^2$. The required series comes from the Fourier expansion of $\cosh(yt)$ on $-1\le t\le1$. The coefficient of $\cos(n\pi t)$ is

$$2\int_0^1\cosh(yt)\cos(n\pi t)\,dt=\frac{2(-1)^ny\sinh y}{y^2+n^2\pi^2},$$

and the constant term is $\sinh y/y$. The periodic continuation is continuous, so the series may be evaluated at $t=1$. Multiplication by $y/\sinh y$ gives

$$y\coth y=1+2\sum_{n=1}^{\infty}\frac{y^2}{y^2+n^2\pi^2} .\tag{16}$$

Set $c=\hbar/(2kT)$, $y=c\omega$ and $g(x)=y\coth y$. Each mode then contributes

$$S_k\coth(c\omega_k)=\frac{\Delta Q_k^2}{2\hbar c}\,g(x_k),\qquad
S_k(\hbar\omega_k)^2\coth(c\omega_k)=\frac{\hbar\Delta Q_k^2}{2c}\,x_kg(x_k).$$

With $d_n=n^2\pi^2/c^2$ the terms of $g$ are proportional to $x/(x+d_n)$, whose second derivative $-2d_n/(x+d_n)^3$ is negative. The terms of $xg$ are $x$ and multiples of $x^2/(x+d_n)$. The latter have the positive second derivative $2d_n^2/(x+d_n)^3$. Hence $g$ is concave and $xg$ is convex.

A concave function lies below its tangent at $x=\Omega^2$. Averaging the tangent over the modes removes its linear term, because $\langle x\rangle=\Omega^2$. Thus $\langle g\rangle\le g(\Omega^2)$, and for the convex function the sign is reversed:

$$B_T^{\rm eff}\ge B_T,\qquad \sigma_T^{\rm eff}\le\sigma_T .\tag{17}$$

At zero temperature the same signs follow because $x^{1/2}$ is concave and $x^{3/2}$ is convex. The third cumulant is proportional to $\langle\omega^4\rangle\ge\langle\omega^2\rangle^2$, so the effective mode underestimates it too. The effective mode thus predicts too many phonons and, at the same time, too narrow an energy distribution.

At high temperature $\coth y\approx1/y+y/3-y^3/45$. Inserted in (13), this gives

$$B_T\approx\frac{kT\,\Delta Q^2}{\hbar^2}+\frac{E}{6kT}-\frac{\sum_kS_k(\hbar\omega_k)^3}{360\,(kT)^3} .$$

The first two terms are the same for both descriptions, and the error of the exponent begins at order $T^{-3}$. The variance tends to $2kTE$ for both. The mode of equation (10), which keeps $E$ and $S_{\rm tot}$, has a shorter length and so misses the leading term of $B_T$.

In the example the phonon-free weight at 0 K is $e^{-4.007}=0.0182$ for the four modes and $e^{-5.251}=0.0052$ for the effective mode, a factor of 3.5. At 300 K, where $kT=25.85$ meV, the exponents are 5.77 and 6.08. The effective exponent is then 5 % too large, and the squared mean overlap is too small by a factor of 1.4. The widths behave differently:

| Standard deviation (meV) | Four modes | Effective mode |
|---|---|---|
| 0 K | 205.7 | 154.8 |
| 300 K | 210.4 | 166.6 |

The effective width is 25 % too small at 0 K and 21 % too small at 300 K, relative to the four-mode width. The classical expression $\sqrt{2kTE}$ gives 135 meV at 300 K. Room temperature is therefore far from the classical limit for this centre.

### Overlap at a given released energy

In nonradiative capture the phonons take up the electronic energy $W$ between the two minima. The vibrational overlap at this energy, averaged over the initial levels, is described by the density

$$F(W)=\int_{-\infty}^{\infty}\frac{d\tau}{2\pi}\,e^{-iW\tau-\sigma_b^2\tau^2/2}\prod_k\chi_k(\hbar\omega_k\tau),\tag{18}$$

where $\tau$ has the unit of inverse energy. The Gaussian of standard deviation $\sigma_b$ joins the discrete lines into a smooth function if it is wide enough for their spacing. The lines of the effective mode lie 67.5 meV apart: 20 meV leaves separate peaks, 30 meV leaves only three shallow maxima near the centre of the distribution, with dips of at most 5 % and no maximum near 1.0 eV, and 35 meV or 40 meV gives a single maximum. Without it a few discrete modes would give isolated peaks.

For $W=1.0$ eV at 300 K the results are:

| $\sigma_b$ (meV) | Four modes (eV$^{-1}$) | Effective mode (eV$^{-1}$) | Ratio |
|---|---|---|---|
| 30 | 0.0521 | 0.0077 | 6.8 |
| 40 | 0.0533 | 0.0085 | 6.3 |

A direct sum over the levels of shifted oscillators and the integral (18) agreed within a relative tolerance of $10^{-5}$ in all four cases.

The effective mode has the larger Huang-Rhys factor and yet the smaller overlap at 1.0 eV. This energy lies 645 meV above the mean $E$, on the high-energy side of the distribution. The smaller variance and third cumulant of the effective mode are consistent with a weaker tail, although two cumulants do not fix the value at one energy. A Gaussian with the mean $E$ and the broadened variance $\sigma_T^2+\sigma_b^2$ of each distribution would give ratios of about 11 and 10 for the two broadenings, more than one and a half times the calculated ones. A Gaussian estimate is therefore too crude here, and the full distribution is needed.

The density $F$ is not a capture rate. A rate also contains the electronic matrix element and, for coupling that is linear in the coordinates, vibrational matrix elements of $Q$ in place of plain overlaps. The factor of 6 to 7 applies to $F$ for these modes, this temperature, this released energy and the two broadenings in the table. With $\sigma_b=30$ meV it changes from a little over 5 at 0.97 eV to about 7.6 at 1.03 eV.

### Neglected effects and the real material

Anharmonicity can be sized by treating the whole path as one Morse coordinate with the same curvature and a chosen depth $D_M=5.0$ eV. With $x=\pm1$ at full stretch or compression,

$$V(x)=D_M\left(1-e^{-\sqrt{E/D_M}\,x}\right)^2=E x^2\left(1-\sqrt{E/D_M}\,x+\dots\right).$$

The energy is 273 meV for stretching and 466 meV for compression, which is 23 % below and 31 % above the harmonic value. These values belong to the chosen depth, and a deeper well would give smaller changes. If $N$ equal bonds share the energy, $E$ is replaced by $E/N$ under the root, and the leading relative correction falls as $1/\sqrt N$. Among these equal divisions, a single bond that carries all the energy is thus the unfavourable case.

A different Hessian in the other charge state changes the surface on which the energy is released. If all frequencies there are 10 % lower at fixed displacements, $E$ falls to 287 meV, by 19 %, and $S_{\rm tot}$ falls to 3.61, by 10 %. The ratio $S_{\rm eff}/S_{\rm tot}$ stays the same, since a common factor cancels in equation (8).

Unequal frequencies also create phonons without any displacement. Let the initial state be the ground state of an oscillator of frequency $r\omega$, centred at $\Delta Q$. On the surface of frequency $\omega$ its kinetic energy is $\hbar r\omega/4$, and its potential energy is $\hbar\omega/(4r)+\frac12\omega^2\Delta Q^2$. Division by $\hbar\omega$ and subtraction of the zero-point term $\frac12$ gives

$$\bar m=S+\frac14\left(r+\frac1r-2\right)=S+\frac{(1-r)^2}{4r} .\tag{19}$$

For $r=0.9$ the four modes together gain 0.011 phonons, which is negligible beside $S_{\rm tot}$. The term still matters for the wording of the theorem. Many squeezed modes of equal frequency have $S_{\rm eff}=S_{\rm tot}$, but one effective mode carries the squeezing term once and the real system carries it for each mode. The inequality therefore concerns the displacement part $S$ on one chosen surface and not the total mean phonon number.

For hexagonal boron nitride, the assumed mode energies lie within the rough phonon range of the crystal, and a released energy of 1.0 eV fits easily into its gap of roughly 6 eV. A real centre couples to a continuous spectrum with its own distribution of displacement, so the ratio of 1.31 belongs to the chosen set of modes. Centres whose displacement lies in a narrow band of frequencies have a ratio closer to one. The assumptions of harmonic surfaces and equal Hessians are both broken to some degree in real defects. For the numbers used here they move the relaxation energy by up to about 30 % and 20 %, respectively.

### Points for implementation

Equation (7) with $\Omega=\sqrt{2E}/\Delta Q$ gives a form that needs no phonon calculation:

$$S_{\rm eff}=\frac{\Delta Q}{\hbar}\sqrt{\frac E2} .\tag{20}$$

Two relaxed geometries, the masses and one energy difference on a single surface are enough. Under the harmonic assumption the result is an upper bound on $S_{\rm tot}$ for that surface. If the range of displaced frequencies is known, equation (9) also supplies a lower bound, $S_{\rm tot}\ge S_{\rm eff}\,2\sqrt{ab}/(a+b)$.

A rigid shift of one geometry against the other must be removed before $\Delta Q$ is evaluated. Such a shift has zero frequency and adds nothing to $E$ or $S_{\rm tot}$, but it lengthens $\Delta Q$ and raises $S_{\rm eff}$ in proportion.

If $\Omega$ is fitted to several points near the minimum, $\frac12\Omega^2\Delta Q^2$ should be compared with the calculated energy difference over the full path. On a harmonic surface the two agree. A difference measures the anharmonicity along the line, and the energy is then no longer preserved by the fitted mode.

When the full matrix $D$ is available, the multimode factor can be obtained directly. Since $D=\sum_k\omega_k^2e_ke_k^{\mathsf T}$, its positive square root is $\sum_k\omega_ke_ke_k^{\mathsf T}$, and

$$S_{\rm tot}=\frac1{2\hbar}\,\Delta q^{\mathsf T}D^{1/2}\Delta q,\qquad \Delta q_i=\sqrt{m_i}\,\Delta R_i .\tag{21}$$

The comparison of (20) and (21) gives the relative frequency spread through equation (8). If that spread, called $\delta$ here, is small, one mode describes the phonon number well. This alone does not make the phonon-free weight accurate. At zero temperature the effective mode makes it too small by the factor $e^{S_{\rm eff}-S_{\rm tot}}\approx e^{S_{\rm tot}\delta^2/2}$, which is about 1.5 for $\delta=0.2$ and $S_{\rm tot}=20$. The phonon-free weight should therefore be calculated from the separate modes when $S_{\rm tot}\delta^2$ is not small, and also when the spread is of order one, as in the example. The high-energy overlap is not controlled by $S_{\rm tot}\delta^2$; its error grows as $W$ moves further above $E$. Take two modes at 40 and 60 meV with equal displacements and $S_{\rm tot}=1$, so that $\delta=0.2$ and $S_{\rm tot}\delta^2=0.04$. The phonon-free weight is then wrong by only 2 %, but at 300 K with $\sigma_b=30$ meV the effective mode makes $F$ too small by factors of about 2, 10 and 90 at 0.5, 1.0 and 1.5 eV. An overlap far in the tail should be calculated from the separate modes even when the spread is small. The numerical output lists the values for the four-mode centre.

## Numbers as computed

```
random chains tested: 500
largest S_eff/S_tot among chains: 1.518
mode 1: energy 20 meV, dQ 0.6 amu^0.5 A, S 0.8612, E 17.22 meV
mode 2: energy 60 meV, dQ 0.4 amu^0.5 A, S 1.1483, E 68.90 meV
mode 3: energy 110 meV, dQ 0.3 amu^0.5 A, S 1.1842, E 130.26 meV
mode 4: energy 170 meV, dQ 0.2 amu^0.5 A, S 0.8134, E 138.27 meV
total dQ: 0.8062 amu^0.5 A
relaxation energy E: 354.65 meV = 5.6821e-20 J
weighted mean phonon energy: 51.54 meV
weighted standard deviation: 43.65 meV
effective phonon energy: 67.54 meV
S_tot: 4.0070
S_eff: 5.2511
S_eff/S_tot: 1.3105
upper limit of ratio for 20-170 meV: 1.6292
zero-phonon weight at 0 K, multimode: 0.01819
zero-phonon weight at 0 K, effective: 0.00524
multimode/effective zero-phonon weight: 3.470
width (std) at 0 K, multimode: 205.7 meV
width (std) at 0 K, effective: 154.8 meV
temperature: 300 K, kT: 25.85 meV
overlap exponent at 300 K, multimode: 5.7686
overlap exponent at 300 K, effective: 6.0823
width (std) at 300 K, multimode: 210.4 meV
width (std) at 300 K, effective: 166.6 meV
released energy for overlap density: 1.0 eV
broadening 30 meV: multimode 5.2142e-02 /eV, effective 7.6961e-03 /eV, ratio 6.78
broadening 40 meV: multimode 5.3335e-02 /eV, effective 8.5114e-03 /eV, ratio 6.27
force line: recovered energy 250.68 meV
force line: phonon energy 152.46 meV, S 1.6442
mode keeping E and S_tot: phonon energy 88.51 meV
mode keeping E and S_tot: dQ 0.6152 amu^0.5 A
Morse depth: 5.0 eV
Morse energy, stretched: 273.3 meV (-22.9 %)
Morse energy, compressed: 465.6 meV (+31.3 %)
other-state frequency ratio: 0.9
softened surface: E 287.27 meV, S_tot 3.6063
extra phonons from squeezing, four modes: 0.0111
```
